# How orbital-density overlap sets the convergence of GW levels and gaps

## The result

A one-shot GW calculation that stops its sums over empty states at a momentum \(G_c\) well above the momenta in the orbitals, with exchange converged separately, leaves every level too high. To leading order the missing energy of level \(n\) is

\[
\delta E_n\equiv E_n^{\text{converged}}-E_n^{\text{truncated}}
=-\frac{8}{3}\frac{P_n}{G_c^3},\qquad
P_n=\int\rho(\mathbf r)\,|\phi_n(\mathbf r)|^2\,d^3r .
\tag{1}
\]

Here \(\rho\) is the electron density summed over spin, and \(P_n\) is the average density seen by an electron in state \(n\). Hartree atomic units are used, so \(P_n\) is in bohr\(^{-3}\) and \(G_c\) in bohr\(^{-1}\).

The error of a gap is the difference of two such terms:

\[
\delta(E_a-E_b)=-\frac{8}{3}\frac{P_a-P_b}{G_c^3}.
\tag{2}
\]

Two states that see nearly the same density have nearly the same error, and their gap converges early. A d level lies inside a dense shell, has a large \(P_n\), and converges late. All of these errors fall with the same power of \(G_c\). "Fast" and "slow" describe the prefactor, unless \(P_a=P_b\), when the leading term of the gap error vanishes.

Oxygen 2p levels converge slowly compared with states spread over regions of low density. They need not converge more slowly than every empty state: in the molecule treated below, one O 2p orbital has a smaller \(P_n\) than the lowest empty orbital when the Zn 3s and 3p electrons are counted in \(\rho\).

## Where the tail comes from

Consider a closed-shell system with real, smooth orbitals \(\phi_n\) and energies \(\varepsilon_n\) in a large periodic volume \(\Omega\). The self-energy is evaluated once, at \(\varepsilon_n\), and the exchange part is taken as converged separately. If the quasiparticle equation is linearized instead, the tail is multiplied by the renormalization factor \(Z_n\), and cancellation in a gap then also requires similar \(Z_n\).

Let \(\Omega_s\) be the excitation energies of the random-phase approximation (RPA), and \(w_{nm,s}\) the Coulomb coupling between the product \(\phi_n\phi_m\) and the transition density of excitation \(s\). The correlation part is

\[
\Sigma_n=\sum_s\left[\sum_{m}^{\text{occ}}\frac{w_{nm,s}^2}{\varepsilon_n-\varepsilon_m+\Omega_s}
+\sum_{m}^{\text{empty}}\frac{w_{nm,s}^2}{\varepsilon_n-\varepsilon_m-\Omega_s}\right].
\tag{3}
\]

An excitation of high momentum has a transition density \(\phi_i\phi_a\), with \(i\) occupied and \(a\) close to a plane wave. The Coulomb interaction conserves momentum, so \(\phi_n\phi_m\) must supply the opposite momentum. In the first sum \(\phi_n\) and \(\phi_m\) are both smooth, and their product has almost no such component. In the second sum \(m\) can itself be a high state. The tail therefore comes from the second sum, whether \(n\) is occupied or empty, and it requires that \(m\) and \(a\) are both high.

Screening also simplifies there. At large \(G\) the static response of independent electrons is of order \(-4\rho/G^2\): two time orderings, each with an energy denominator \(G^2/2\). Each further order of screening multiplies this by the Coulomb interaction \(4\pi/G^2\), and hence costs a factor of order \(16\pi\rho/G^4\). To leading order one may set \(\Omega_s\to\varepsilon_a-\varepsilon_i\) and \(w_{nb,s}^2\to2(nb|ia)^2\), where 2 is the spin factor and \(b\) now labels the high state \(m\):

\[
\Sigma_n^{\text{tail}}=2\sum_i^{\text{occ}}\sum_{ab}^{\text{high}}
\frac{|(nb|ia)|^2}{\varepsilon_n+\varepsilon_i-\varepsilon_a-\varepsilon_b}.
\tag{4}
\]

This describes a collision: electrons in \(n\) and \(i\) scatter from each other into high states.

## The prefactor

At high energy the kinetic term dominates, so the states \(b\) and \(a\) may be replaced by plane waves \(e^{i\mathbf k_1\cdot\mathbf r}/\sqrt\Omega\) and \(e^{i\mathbf k_2\cdot\mathbf r'}/\sqrt\Omega\). The amplitude is

\[
M=\frac1\Omega\int\!\!\int e^{-i\mathbf k_1\cdot\mathbf r-i\mathbf k_2\cdot\mathbf r'}
\frac{\phi_n(\mathbf r)\phi_i(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d^3r\,d^3r'.
\]

Introduce the centre \(\mathbf R=(\mathbf r+\mathbf r')/2\), the separation \(\mathbf s=\mathbf r-\mathbf r'\), the total momentum \(\mathbf K=\mathbf k_1+\mathbf k_2\) and the relative momentum \(\mathbf G=(\mathbf k_1-\mathbf k_2)/2\). Inserting \(\mathbf r=\mathbf R+\mathbf s/2\) and \(\mathbf r'=\mathbf R-\mathbf s/2\) gives \(\mathbf k_1\cdot\mathbf r+\mathbf k_2\cdot\mathbf r'=\mathbf K\cdot\mathbf R+\mathbf G\cdot\mathbf s\), and the Jacobian is 1. Thus

\[
M=\frac1\Omega\int d^3R\,e^{-i\mathbf K\cdot\mathbf R}\int d^3s\,
\frac{e^{-i\mathbf G\cdot\mathbf s}}{s}\,
\phi_n\!\left(\mathbf R+\tfrac{\mathbf s}{2}\right)\phi_i\!\left(\mathbf R-\tfrac{\mathbf s}{2}\right).
\]

For large \(G\) the inner integral is governed by the singularity at \(s=0\). Setting \(\mathbf s=0\) in the smooth orbitals and using \(\int e^{-i\mathbf G\cdot\mathbf s}s^{-1}d^3s=4\pi/G^2\) gives

\[
M\simeq\frac{4\pi}{\Omega G^2}F_{ni}(\mathbf K),\qquad
F_{ni}(\mathbf K)=\int e^{-i\mathbf K\cdot\mathbf R}\phi_n(\mathbf R)\phi_i(\mathbf R)\,d^3R .
\]

The next term in the expansion of the orbitals is odd in \(\mathbf G\), so its product with the leading term cancels between \(\mathbf G\) and \(-\mathbf G\). The first surviving correction from this source is smaller by \(1/G^2\).

Because \(\phi_n\phi_i\) is smooth, \(F_{ni}\) restricts \(\mathbf K\) to small values. The electrons leave with nearly opposite momenta, \(\mathbf k_1\simeq\mathbf G\) and \(\mathbf k_2\simeq-\mathbf G\). The denominator of (4) is then

\[
\varepsilon_n+\varepsilon_i-\frac{k_1^2+k_2^2}{2}
=\varepsilon_n+\varepsilon_i-G^2-\frac{K^2}{4}\simeq-G^2 .
\]

The sum over \(\mathbf K\) follows from completeness of plane waves in the volume (Parseval's relation),

\[
\sum_{\mathbf K}|F_{ni}(\mathbf K)|^2=\Omega\int\phi_n^2\phi_i^2\,d^3R .
\]

Inserting the three pieces into (4) gives

\[
\Sigma_n^{\text{tail}}
=-2\sum_i\sum_{\mathbf G}\frac{16\pi^2}{\Omega^2G^4}\,\frac1{G^2}\,
\Omega\int\phi_n^2\phi_i^2\,d^3R
=-\frac{16\pi^2P_n}{\Omega}\sum_{G>G_c}\frac1{G^6},
\]

since \(\rho=2\sum_i\phi_i^2\). Replacing the sum by \(\Omega\int d^3G/(2\pi)^3\),

\[
\Sigma_n^{\text{tail}}=-16\pi^2P_n\,\frac{4\pi}{8\pi^3}\int_{G_c}^\infty\frac{dG}{G^4}
=-8P_n\,\frac1{3G_c^3},
\]

which is equation (1). The sign is negative because the missing states lie above the pair energy and push it down.

A sphere of radius \(G_c\) holds \(N=\Omega G_c^3/(6\pi^2)\) plane waves. Substituting \(1/G_c^3=\Omega/(6\pi^2N)\) gives the form needed for a band count:

\[
\delta E_n=-\frac{4\Omega}{9\pi^2}\frac{P_n}{N}.
\tag{5}
\]

The coefficient is the same whether one truncates the bands in the self-energy, the bands in the response, or the momentum in the interaction, because all these momenta equal \(G\) up to the small momenta of the orbitals. The corrections do depend on the choice. If both outgoing electrons are restricted to the sphere, the larger of \(k_1\) and \(k_2\) decides, and it exceeds \(G\) by about \(|\mathbf K\cdot\mathbf G|/(2G)\). This gives a relative correction of order \(K/G_c\). If one electron is restricted, the linear term averages out over directions.

The prefactor belongs to GW. In second-order theory with exchange, swapping the outgoing electrons changes \(\mathbf G\) to \(-\mathbf G\) and leaves the leading amplitude unchanged. The exchange term then cancels the equal-spin half of (4). GW lacks this term, so both spins count in \(\rho\).

## How well the formula holds

The numerical check checks the law on a model crystal: two electrons per cubic cell of side 6 bohr, in a Gaussian well, sampled at the \(\Gamma\) point only, with RPA screening (the zero-momentum Coulomb term omitted) and explicit band sums. The contribution of each band, multiplied by the sixth power of its momentum, gives a local prefactor. It is averaged in windows centred from 4.8 to 7.3 bohr\(^{-1}\) and extrapolated to infinite momentum by a quadratic fit in \(1/k^2\); in the last window it still differs from \(P_n\) by 1.4 to 8.5 %. In bohr\(^{-3}\):

| State | \(P_n\) from densities | From the GW tail |
|---|---|---|
| s | 0.0365 | 0.0365 |
| p\(_x\) | 0.0194 | 0.0193 |
| p\(_z\) | 0.0204 | 0.0203 |
| second even state | 0.0216 | 0.0215 |

At finite cutoff the agreement is looser. For the s state, bands 516 to 2109 should contribute, by (5) with \(\Omega=216\) bohr\(^3\),

\[
-\frac{4\times216\times0.03652}{9\pi^2}\left(\frac1{515}-\frac1{2109}\right)
=-0.521\ \text{mHa}.
\]

The explicit sum gives \(-0.497\) mHa, 5 % smaller in size. For p\(_x\) the sum is \(-0.304\) mHa against a predicted \(-0.277\) mHa, 10 % larger in size. The corrections thus have either sign.

The same bands change the gap between p\(_x\) and p\(_z\) by 0.014 mHa, less than 5 % of the change in either level. The gap between the second even state and the s state changes by 0.172 mHa, about 35 % of the shift of the s level. It opens, because the s state sees more density and sinks further. The leading law predicts \(0.5214-0.3084=0.213\) mHa for this gap, 24 % above the explicit value. A difference inherits the corrections of both terms. Here the law is too large in size by 0.0245 mHa for the s state and too small by 0.0168 mHa for the second even state, and the two errors add. For p\(_x\) and p\(_z\) the corrections are nearly equal and cancel: the law gives 0.014 mHa, as does the explicit sum.

Dropping all screening beyond the first polarization term changes these tails by at most 0.32 %. In the part of (3) with occupied \(m\), evaluated without higher-order screening, the excitations into bands above 515 contribute at most \(1.4\times10^{-6}\) of the tail.

## Why d levels are slow, and when O 2p levels are

Three properties follow from reading \(P_n\) as an average density.

First, compactness counts strongly. If a shell and all the density around it shrink in length by a factor \(\lambda\), the density rises by \(\lambda^3\), and so does \(P_n\).

Second, the company counts. An unoccupied orbital in a region of low density has a small \(P_n\) however compact it is. An occupied one has at least its own contribution \(2\int\phi_n^4\,d^3r\), and gains more from every other electron that shares its space. A 3d electron shares its region with the other 3d electrons and with the 3s and 3p shells.

Third, a state spread evenly over the cell has \(|\phi_n|^2=1/\Omega\), so \(P_n\) equals the mean density. This is the natural reference for a diffuse band. An O 2p state is slow relative to it when the density around oxygen, weighted by the orbital, exceeds that mean.

The molecule Zn(OH)\(_2\) shows the sizes. It is treated with PBE in the def2-SVP basis, at a chosen planar geometry with a linear O–Zn–O unit. The density includes all electrons except Zn 1s, 2s, 2p and O 1s, so the numbers below refer to a calculation in which these shells are frozen out of the correlation. The orbital weights come from a Löwdin analysis.

| Orbital | Zn d weight | O p weight | \(P_n\) (bohr\(^{-3}\)) |
|---|---|---|---|
| 18, Zn 3d | 1.00 | 0.00 | 3.31 |
| 20, mixed | 0.40 | 0.31 | 1.65 |
| 23, O 2p | 0.00 | 0.88 | 0.36 |
| 24, highest occupied | 0.05 | 0.92 | 0.59 |
| 25, lowest empty | 0.08 | 0.17 | 0.47 |

These values are not converged in the basis to the digits shown. Adding diffuse functions (def2-SVPD) leaves orbitals 18 and 24 nearly unchanged (3.31 and 0.59), but lowers orbital 23 from 0.356 to 0.341 and the lowest empty orbital from 0.468 to 0.440.

The d level stands out, with seven times the overlap of the lowest empty orbital (7.1 in def2-SVP, 7.5 in def2-SVPD). The ratio depends on the choice of core. Counting O 1s, whose root-mean-square momentum is 7.6 bohr\(^{-1}\), raises \(P_n\) to 0.55, 0.81 and 0.69 for orbitals 23, 24 and 25 and lowers the ratio to 4.8; with all electrons counted, orbital 18 has 5.98, orbital 25 has 1.37, and the ratio is 4.4. Nearly half of its value comes from the Zn 3s and 3p electrons: without them in \(\rho\), \(P_n\) drops from 3.31 to 1.77.

The oxygen levels are less uniform. The highest occupied orbital has 1.27 times the overlap of the lowest empty one, but the O 2p orbital 23, which has no d weight, has only 0.76 times. With diffuse functions added these ratios become 1.34 and 0.77, so the order is kept. The lowest empty orbital is not diffuse in the sense that matters here: it reaches into the dense region at Zn. Removing the Zn 3s and 3p electrons from \(\rho\) lowers its \(P_n\) from 0.468 to 0.301 and that of orbital 24 from 0.592 to 0.486, but that of orbital 23 only from 0.356 to 0.347. Without these shells orbital 23 lies above the lowest empty orbital, so their order depends on which electrons are counted. The d weight alone is not a reliable guide: orbital 12, with d weight 0.03, has \(P_n=0.455\), only 0.02 above orbital 13, which has d weight 0.00, whereas \(0.03\times3.3\approx0.10\).

## What this means in energy

Take \(G_c=20\) bohr\(^{-1}\). For orbital 18, equation (1) gives

\[
\delta E=-\frac{8\times3.3123}{3\times20^3}=-1.104\times10^{-3}\ \text{Ha}=-30\ \text{meV}.
\]

The highest occupied orbital, of O 2p character, misses \(-5.4\) meV, and the lowest empty orbital \(-4.2\) meV. The gaps follow by subtraction:

- Between orbital 18 and a second 3d level (orbital 16, \(-28.55\) meV, lower in energy), the error is \(-30.04+28.55=-1.49\) meV, in size 5 % of the error of either level. This gap closes slightly on convergence.
- Between the highest occupied and lowest empty orbitals, it is \(-4.24+5.37=1.13\) meV. To leading order, the gap opens slightly on convergence.
- Between orbital 18 and the lowest empty orbital, it is \(-4.24+30.04=25.8\) meV. Little cancels.

Orbital 23 shows that the leading term of a gap error can change sign. Its error is \(-5.37\times0.356/0.592=-3.2\) meV, smaller in size than that of the lowest empty orbital, so the gap between these two closes by about 1 meV (with Zn 3s and 3p left out of \(\rho\), it would open instead). To leading order, what makes two states similar for this purpose is equal \(P_n\), not a shared label.

The cost follows from the cube law. To reduce the 30.04 meV of orbital 18 to 10 meV,

\[
G_c=20\left(\frac{30.04}{10}\right)^{1/3}=28.9\ \text{bohr}^{-1},\qquad
\frac{G_c^2}{2}\approx416\ \text{Ha}.
\]

The lowest empty orbital needs 15.0 bohr\(^{-1}\), or 113 Ha. At fixed error the number of plane waves is proportional to \(P_n\), so with this choice of core the d level needs about seven times as many (about five times if O 1s is counted in \(\rho\)).

These are leading-order estimates, not a GW calculation of the molecule. The digits above show the arithmetic, not the accuracy. In the model crystal, with only the self-energy bands cut, the leading law was off by 5 to 10 % for levels and by 24 % for one gap. For the small gap between the second even state and p\(_z\) it gave a change of \(-0.018\) mHa, where the explicit sum gave \(-0.007\) mHa. Corrections of this size are comparable to the differences of about 1 meV found above between the lowest empty orbital and the O 2p orbitals, so the signs of those gap errors are not established. The estimates require \(G_c\) to be well above the momenta in orbital \(n\) and in every occupied orbital counted in \(\rho\). The Zn 3s and 3p orbitals are more compact than 3d, with root-mean-square momenta of 6.0 and 5.7 bohr\(^{-1}\). They supply 47 % of \(P_n\) for orbital 18 and 36 % for the lowest empty orbital, so for these parts the cutoff is only about 3.5 times the orbital momentum at 20 and about 2.5 times at 15 bohr\(^{-1}\). The root-mean-square momentum is 4.7 bohr\(^{-1}\) for orbital 18 and 2.2 bohr\(^{-1}\) for the lowest empty orbital. At \(G_c\approx5\) bohr\(^{-1}\) the d level is not in the asymptotic regime, and equation (1) should not be used for it. The kinetic energy at the cutoff must also exceed the depth of the potential \(V\) where \(\rho|\phi_n|^2\) is large. If bands are cut at the energy \(G_c^2/2\), the local momentum is \(\sqrt{G_c^2-2V(\mathbf r)}\). A semiclassical estimate of this effect alone lowers the missing energy of orbital 18 and of the lowest empty orbital by about 13 % at 20 bohr\(^{-1}\) and about 20 % at 15 bohr\(^{-1}\).

## What to do about it

**Converge the quantity you need.** A stable gap between similar states says little about ionization energies, band alignment or the depth of a d band. Each of these contains an absolute level or a difference of unlike ones.

**Compute \(P_n\) first.** It needs only the orbitals and density of the starting calculation. The largest \(P_n\) among the levels of interest sets the cutoff, and the differences \(P_a-P_b\) show which gaps are at risk. Hybridized states should be judged by their computed overlap.

**Raise the linked cutoffs together.** The tail requires one electron at \(\mathbf G\) and the other at \(-\mathbf G\). If the bands stop at some momentum and only the response cutoff is raised beyond it, the result stops changing although the tail is still missing. This plateau is false convergence.

**Extrapolate, and check the slope.** In the asymptotic regime, equation (5) gives \(E_n(N)=E_n^\infty+A_n/N\) with \(A_n=4\Omega P_n/(9\pi^2)\). Multiplying by \(N\) at two sizes gives \(N_1E_1=N_1E_n^\infty+A_n\) and \(N_2E_2=N_2E_n^\infty+A_n\). Subtraction removes \(A_n\):

\[
E_n^\infty=\frac{N_2E_n(N_2)-N_1E_n(N_1)}{N_2-N_1}.
\]

The fitted slope should approach the \(A_n\) computed from the density. In the model crystal, where only the self-energy bands were cut, slopes at finite cutoff differed from it by 5 to 10 %. When linked cutoffs are moved together, the correction of order \(K/G_c\) can make the mismatch larger, but it should shrink as \(N\) grows. A mismatch that persists suggests that a linked cutoff is holding the result back or that the high states are poorly represented. For a linearized quasiparticle energy, compare with \(Z_nA_n\).

**Treat the core consistently.** Electrons left out of \(\rho\) are left out of the tail, and for Zn 3d the 3s and 3p shells supply nearly half of it. A calculation without them may converge sooner, but to a different number. Pseudized orbitals raise a related problem. \(P_n\) depends on products of four orbitals, so conserving the norm inside the core region does not by itself conserve \(P_n\). A smoothed d orbital can therefore have the wrong tail even when its total charge is right.

## Table of computed values

```
Gaussian pair: quadrature tail / formula
  Gc*sigma =  5.0: ratio = 1.0253
  Gc*sigma = 30.0: ratio = 1.0007
Model crystal: L = 6.0 bohr, well depth = 1.5 Ha, widths = (1.95, 2.0, 2.05) bohr
  plane waves = 5575, tail = bands 516 to 2109
  prefactor windows centred from 4.8 to 7.3 bohr^-1
  state | P direct, P last window, P extrapolated (bohr^-3) | GW tail, 1/N law (mHa)
  s     | 0.03652, 0.03600, 0.03648 | -0.4969, -0.5214
  p_x   | 0.01938, 0.02102, 0.01928 | -0.3043, -0.2767
  p_z   | 0.02036, 0.02202, 0.02026 | -0.3181, -0.2906
  even2 | 0.02160, 0.02295, 0.02149 | -0.3252, -0.3084
  tail of gap p_x - p_z   = 0.0138 mHa
  tail of gap even2 - s   = 0.1717 mHa
  largest change of tail without higher-order screening = 0.32 %
  largest hole-part share of tail = 1.4e-06
Zn(OH)2, PBE/def2-SVP: Zn-O = 1.80 angstrom, O-H = 0.96 angstrom, Zn-O-H = 115 degrees
  orbital: energy (eV), Zn d and O p weights, P, P without Zn 3s3p (bohr^-3)
  12:  -22.886, 0.03, 0.02, 0.4553, 0.4341
  13:  -22.641, 0.00, 0.02, 0.4329, 0.4266
  14:  -12.682, 0.54, 0.34, 1.8204, 1.0383
  15:  -11.459, 0.93, 0.06, 3.0809, 1.6632
  16:  -11.377, 0.95, 0.05, 3.1475, 1.6991
  17:  -11.261, 1.00, 0.00, 3.3092, 1.7664
  18:  -11.261, 1.00, 0.00, 3.3123, 1.7678
  19:  -10.498, 0.00, 0.66, 0.3392, 0.3241
  20:   -9.465, 0.40, 0.31, 1.6516, 0.9474
  21:   -6.999, 0.06, 0.69, 0.5666, 0.4298
  22:   -6.803, 0.00, 0.86, 0.3767, 0.3586
  23:   -6.282, 0.00, 0.88, 0.3560, 0.3469
  24:   -5.613, 0.05, 0.92, 0.5917, 0.4861
  25:   -1.624, 0.08, 0.17, 0.4675, 0.3008
Leading estimates; common Gc = 20.0 bohr^-1, target = 10 meV
  level (orbital): rms momentum (bohr^-1), missing energy (meV), Gc for target (bohr^-1), cutoff energy (Ha)
  Zn 3d (18): 4.72, -30.04, 28.86, 416.4
  second Zn 3d (16): 4.58, -28.55, 28.37, 402.5
  O 2p (24): 2.45, -5.37, 16.25, 132.1
  lowest empty (25): 2.18, -4.24, 15.03, 112.9
  missing part of gap second Zn 3d - Zn 3d = 1.49 meV
  missing part of gap lowest empty - O 2p = 1.13 meV
  missing part of gap lowest empty - Zn 3d = 25.80 meV
  P ratios: Zn 3d / lowest empty = 7.09, O 2p / lowest empty = 1.27
```
